# Delta-SCF silicon 2p shifts from SiH4 to SiF4

## The problem

Silane is a deposition gas, and SiF4 is a product of etching silicon with fluorine. Between them lie SiH3F, SiH2F2 and SiHF3. Let \(n=0,\ldots,4\) count the fluorine atoms.

1. Calculate the Si 2p binding energy \(I(n)\) of each molecule as a difference of two self-consistent Hartree-Fock energies.
2. Separate the shift into a part present before ionization and a part due to relaxation.
3. Decide how well \(I(n)-I(0)\) is described by \(n\) times a constant, and whether interactions between pairs of ligands account for the departure.

The molecules are free, the nuclei stay fixed during ionization, and relativity is omitted. To isolate substitution, all angles are tetrahedral and all bonds keep the chosen lengths Si-H 0.148 nm and Si-F 0.157 nm. Binding energies are positive and referred to vacuum.

The main basis is def2-TZVP without f functions. Its silicon p functions are uncontracted: their Gaussians may combine afresh when the hole opens. Two-electron integrals use density fitting, which changes \(I(0)\) by 0.0005 eV.

## Hints

**Hint 1.** A hole state is not the lowest state of the ion. What must be held on to during the iterations, so that a valence electron does not fill the hole?

**Hint 2.** Let the 2p orbital hold \(q\) electrons. How does the self-consistent energy change with \(q\)?

**Hint 3.** What does charge outside the 2p shell do to the potential inside it?

**Hint 4.** Compare the series with the straight line joining its two ends. Then count the HH, HF and FF pairs among four tetrahedral sites.

**Hint 5.** Before interpreting a small departure from the line, find out how far it moves when the basis or the bond lengths change.

## Full solution

### 1. The two energies

The binding energy is

\[
I(n)=E_{\text{hole}}(n)-E_{\text{ground}}(n). \tag{1}
\]

The ground state is a closed shell. For the ion, one spin-down electron is removed from a chosen 2p orbital and all orbitals are optimized again, with separate spatial orbitals for the two spins. At every iteration the spin-down orbital with the largest overlap with the original 2p orbital is left empty. This keeps the hole in the core.

There are three 2p orbitals, so \(I(n)\) is an average over three hole directions. In SiH4 and SiF4 they are equivalent. In SiH3F and SiHF3 the direction along the threefold axis has weight 1 and a perpendicular one weight 2. In SiH2F2 all three differ. The largest spread between directions is 0.10 eV, in SiH2F2, which is not negligible beside the departures sought here.

### 2. A second route to the same number

Give orbital \(i\) the occupation \(n_i\). The Hartree-Fock energy, apart from the nuclear repulsion, is

\[
E=\sum_i n_i h_i+\frac12\sum_{ij}n_in_j\left(J_{ij}-K_{ij}\right),
\]

where \(h_i\) is the one-electron energy, \(J_{ij}\) the Coulomb integral and \(K_{ij}\) the exchange integral, which is zero for opposite spins. Differentiate with respect to the occupation \(q\) of orbital \(k\). The double sum contains \(n_k\) in both positions, which cancels the factor \(\tfrac12\):

\[
\left.\frac{\partial E}{\partial q}\right|_{\text{orbitals}}
=h_k+\sum_j n_j\left(J_{kj}-K_{kj}\right)=\varepsilon_k .
\]

The term \(j=k\) vanishes because \(J_{kk}=K_{kk}\). The orbitals also change with \(q\), but at self-consistency the energy is stationary against orthonormal orbital changes, so this adds nothing at first order. Hence \(dE/dq=\varepsilon(q)\). The neutral molecule has \(q=1\) and the ion \(q=0\), so

\[
I=E(0)-E(1)=-\int_0^1\varepsilon(q)\,dq
\approx-\frac{\varepsilon(0)+4\varepsilon(\tfrac12)+\varepsilon(1)}{6}, \tag{2}
\]

the last step being Simpson's rule. For SiH4 the orbital energies at \(q=1,\tfrac12,0\) are \(-115.063\), \(-106.949\) and \(-98.935\) eV. Therefore

\[
I\approx\frac{98.935+4(106.949)+115.063}{6}=106.966\ \text{eV}.
\]

The difference of total energies gives 106.965 eV. This agreement tests the hole calculation, because one route uses orbital energies and the other total energies. It does not test Hartree-Fock theory, which both routes share.

### 3. Initial state and relaxation

If the orbitals were frozen, the binding energy would be \(-\bar\varepsilon\), where \(\bar\varepsilon\) is the mean of the three ground-state 2p orbital energies. Define the relaxation energy \(R\) by

\[
I=-\bar\varepsilon-R. \tag{3}
\]

Equation (2) shows what \(R\) measures. Subtracting the constant \(\varepsilon(1)\) under the integral gives

\[
R=\int_0^1\left[\varepsilon(q)-\varepsilon(1)\right]dq .
\]

If \(\varepsilon(q)\) were a straight line, this would be half the end-to-end change. For SiH4 that is \((115.063-98.935)/2=8.064\) eV, against the full value of 8.098 eV. The response to the hole is thus nearly linear in the charge removed.

The results, in eV, are:

| Molecule | \(I\) | \(-\bar\varepsilon\) | \(R\) |
|---|---:|---:|---:|
| SiH4 | 106.965 | 115.063 | 8.098 |
| SiH3F | 108.327 | 116.121 | 7.795 |
| SiH2F2 | 109.671 | 117.168 | 7.497 |
| SiHF3 | 111.026 | 118.243 | 7.216 |
| SiF4 | 112.491 | 119.431 | 6.940 |

The third decimal serves for taking differences; it is not the accuracy of the model. From SiH4 to SiF4 the binding energy rises by 5.526 eV. The frozen-orbital part supplies \(119.431-115.063=4.368\) eV, and the fall in \(R\) supplies \(8.098-6.940=1.158\) eV, or 21 percent of the shift. The sign follows from equation (3): less relaxation leaves the ion higher in energy. A plausible cause is that fluorine withdraws valence charge that would otherwise screen the hole, but the calculation does not isolate that mechanism.

### 4. Why the orbital energy moves

Let \(\phi\) be the electrostatic potential at the silicon nucleus due to all electrons and all other nuclei. A change of charge lying wholly outside the 2p shell produces a potential that obeys Laplace's equation inside it. The mean of such a potential over any sphere centred on the nucleus equals its value at the centre. Averaged over the three 2p orbitals, whose summed density is taken as spherical, the electron's energy changes by \(-e\Delta\phi\), so that

\[
\Delta(-\bar\varepsilon)\approx e\,\Delta\phi. \tag{4}
\]

This is a leading estimate: it neglects valence charge inside the 2p shell, changes in exchange, and changes in the core orbitals themselves.

For SiF4 relative to SiH4, \(e\Delta\phi=4.972\) eV, while the orbital energy gives 4.368 eV, a ratio of 0.88. The ratio lies between 0.877 and 0.879 for all four fluorinated molecules. The potential therefore follows the initial-state shift closely along the series but overestimates it by about 14 percent of that shift.

Penetration of valence charge acts in the right direction. A thin shell of electrons with radius \(s\) contributes to the potential in proportion to \(1/s\) at the nucleus, but only \(1/r\) at a point \(r>s\). Removing such charge therefore changes the potential more at the nucleus than at the 2p electron. Whether this accounts for the whole difference was not tested.

The same picture suggests why additivity might hold. Suppose each substitution moves a charge \(\delta\) of electrons from a mean inverse radius \(\langle1/r\rangle\) around silicon to a ligand at distance \(d\). Then, with \(\delta\) a positive number of electrons,

\[
e\,\Delta\phi=\frac{n\,\delta e^2}{4\pi\epsilon_0}
\left(\left\langle\frac1r\right\rangle-\frac1d\right).
\]

This is positive when the charge starts closer to the nucleus than it ends. It is proportional to \(n\) if \(\delta\), \(\langle1/r\rangle\) and \(d\) do not depend on the other ligands. In this picture, bonds that polarize independently are sufficient for additivity; no general law guarantees that they do so.

### 5. How straight is the series?

The increments for the first to fourth fluorine are

\[
1.361,\quad1.345,\quad1.355,\quad1.465\ \text{eV}.
\]

Their mean is \(5.526/4=1.381\) eV. The first three agree within 0.02 eV, and the fourth is about 0.1 eV larger. Define the departure from the line through the two ends as

\[
D(n)=I(n)-I(0)-\frac n4\left[I(4)-I(0)\right]. \tag{5}
\]

For SiH2F2, for instance,

\[
D(2)=109.671-106.965-\frac{5.526}{2}=-0.057\ \text{eV}.
\]

The other two inner values are \(D(1)=-0.020\) eV and \(D(3)=-0.083\) eV; the end values are zero by definition. The largest departure is 1.5 percent of the total shift. A least-squares line through all five points has a slope of 1.375 eV per fluorine and a root-mean-square residual of 0.032 eV.

The choice of reference matters. The spread of the increments, \(1.465-1.345=0.120\) eV, is 9 percent of the mean increment. The series is straighter as a whole than its individual steps are equal.

### 6. Do ligand pairs explain the departure?

Let each ligand contribute a site term, \(s_{\rm H}\) or \(s_{\rm F}\), and each pair a term \(w_{\rm HH}\), \(w_{\rm HF}\) or \(w_{\rm FF}\). Any two corners of a tetrahedron are equally far apart, so one value serves for each kind of pair. The numbers of pairs are

\[
N_{\rm HH}=\frac{(4-n)(3-n)}2,\qquad
N_{\rm HF}=n(4-n),\qquad
N_{\rm FF}=\frac{n(n-1)}2 .
\]

Expanding the first two in terms of \(n\) and \(n(n-1)/2\) gives

\[
N_{\rm HH}=6-3n+\frac{n(n-1)}2,\qquad
N_{\rm HF}=3n-2\,\frac{n(n-1)}2 .
\]

The site terms add \(4s_{\rm H}+n(s_{\rm F}-s_{\rm H})\). Collecting everything,

\[
I(n)=I(0)+na+\frac{n(n-1)}2\,b, \tag{6}
\]

\[
a=s_{\rm F}-s_{\rm H}+3(w_{\rm HF}-w_{\rm HH}),\qquad
b=w_{\rm HH}-2w_{\rm HF}+w_{\rm FF}.
\]

Pair terms alone do not destroy additivity. They do so when \(b\ne0\), that is, when a mixed pair differs from the mean of the two like pairs.

The first three molecules fix the constants: \(a=I(1)-I(0)=1.361\) eV and \(b=I(2)-2I(1)+I(0)=-0.017\) eV. The last two then test the model:

\[
I(3)\approx106.965+3(1.361)+3(-0.017)=110.997\ \text{eV},
\]

\[
I(4)\approx106.965+4(1.361)+6(-0.017)=112.307\ \text{eV}.
\]

With unrounded inputs, the calculated energies lie above these predictions by 0.027 and 0.181 eV. Simply repeating the first increment four times misses SiF4 by 0.081 eV. The pair correction therefore makes the prediction for SiF4 worse. In this fixed-geometry series, pair terms taken from the first three molecules do not explain the larger last step; terms involving three or four ligands are needed to reproduce it exactly. A pair model fitted to all five energies nevertheless misses none of them by more than 0.03 eV.

### 7. How much of the departure can be trusted?

**Basis.** With the smaller def2-SVP basis, the midpoint departure for a hole along the twofold axis of SiH2F2 is \(-0.126\) eV, against \(-0.057\) eV in the main basis. A larger basis, with f functions restored and silicon fully uncontracted, was applied to the first three molecules, in each with the hole along one symmetry axis only. It lowers \(I(0)\) by 0.201 eV and the first increment by 0.075 eV, but changes the second difference by only \(-0.002\) eV. Applied also to SiF4, with the hole along a twofold axis, it lowers the total shift by 0.31 eV, from 5.53 to 5.22 eV, and gives a midpoint departure of \(-0.056\) eV, almost the value of the main basis. The slope is therefore not converged in the main basis, while the midpoint departure is.

**Hole direction.** Turning the hole in SiH4 from a twofold to a threefold axis changes \(I(0)\) by \(-0.007\) eV, which is small beside the basis effect on \(I(0)\) but not beside \(b\). The molecules are averaged over different sets of directions, and an anisotropy of this size can shift \(b=-0.017\) eV by roughly 0.004 to 0.008 eV.

**Correlation.** Evaluating the PBE correlation functional on the Hartree-Fock densities adds 1.04 eV to \(I\) in SiH4 and 1.21 eV in SiF4. The total shift grows by 0.17 eV, while \(D(n)\) changes by at most 0.005 eV. This estimate does not let correlation alter the densities. It also uses one hole direction per molecule and a coarse integration grid, and neither its sign nor its small effect on \(D(n)\) should be relied on. Second-order perturbation theory on the two Hartree-Fock states, in the larger basis, lowers the total shift instead, by 0.09 eV when excitations into the hole are included and by 0.47 eV when they are excluded. It moves \(D(2)\) by \(-0.015\) and \(+0.08\) eV respectively.

**Spin-orbit coupling.** The interaction \(\zeta\,\mathbf L\cdot\mathbf S\) moves the four \(j=3/2\) states by \(\zeta/2\) and the two \(j=1/2\) states by \(-\zeta\); for a hole the signs reverse. The weighted sum is \(4(\zeta/2)-2\zeta=0\), so \(I\) represents the weighted mean of the doublet. The bare nuclear field gives a splitting \(3\zeta/2\) of 0.716 eV in SiH4 and 0.717 eV in SiF4. Electron screening would reduce both. The near equality suggests that either line of the doublet shifts by nearly the same amount as the weighted mean.

The defensible conclusion is that Hartree-Fock gives 1.3 to 1.4 eV per fluorine, with departures from a straight line of the order of 0.1 eV or less. Enlarging the basis hardly changes the midpoint departure, but bond lengths and correlation can change it by as much as its own size, so the detailed shape of \(D(n)\) for the real molecules is not settled.

### 8. Beside real molecules and surfaces

The measured gas-phase shift from SiH4 to SiF4 is, as a rough figure, 4.5 eV. The calculated 5.5 eV is therefore too large by about 1 eV. The larger basis removes 0.3 eV of this. The correlation estimates disagree in sign: the functional raises the shift by 0.17 eV, while second-order perturbation theory lowers it by 0.1 to 0.5 eV, towards the measured value. Too strong a polarization of the Si-F bonds in Hartree-Fock theory is a possible contributor, but it was not tested here.

On fluorinated silicon surfaces the shift is roughly 1 eV per attached fluorine. There the other ligands are silicon atoms rather than hydrogen, and the solid screens the hole. The molecular slope is about 0.4 eV higher; that gap combines these changes with the error of the method. The slope of 1.4 eV should not be used unadjusted to assign SiF, SiF2 and SiF3 groups in the spectrum of an etched surface.

## Variation 1: let the Si-F bonds relax

**Question.** Energy scans in the small basis give Si-F lengths of 0.1595 nm in SiH2F2 and 0.1570 nm in SiF4. These lengths raise \(I(2)\) by 0.092 eV and \(I(4)\) by 0.002 eV. The changes were computed for a hole along a twofold axis and are taken here to hold for the average over directions. What happens to the midpoint departure and to the pair test?

**Solution.** Equation (5) gives \(D(2)=I(2)-[I(0)+I(4)]/2\). SiH4 has no Si-F bond and keeps its geometry, so

\[
\Delta D(2)=0.092-\frac{0.002}{2}=0.091\ \text{eV}.
\]

In the small basis the departure moves from \(-0.126\) to \(-0.035\) eV. If the same change held in the main basis, which was not computed, the value there would become \(-0.057+0.091=+0.034\) eV. The sign is thus undecided, while the magnitude stays below 0.1 eV in both estimates. The Si-H lengths were held fixed; shortening them to 0.1467 nm in SiH2F2 lowers \(I(2)\) by a further 0.025 eV in the small basis. Closing the F-Si-F angle of SiH2F2 by two degrees changes \(I(2)\) by only \(-0.001\) eV.

The pair test weights these changes heavily. Inserting \(a\) and \(b\) in equation (6) at \(n=4\) gives the miss

\[
M=I(4)-6I(2)+8I(1)-3I(0).
\]

The change in \(I(2)\) alone contributes \(-6(0.092)=-0.55\) eV, three times the original miss of 0.181 eV. The change in \(I(1)\) enters with a factor of 8. In the small basis the Si-F bond of SiH3F relaxes to 0.161 nm and \(I(1)\) rises by 0.064 eV, which contributes \(+0.51\) eV. The net change of \(M\) is only about \(-0.04\) eV, so a miss of about 0.14 eV survives relaxation of the Si-F bonds. This figure is a small difference of large terms, adds small-basis changes to a main-basis value and keeps the Si-H lengths fixed, so it is an estimate only.

## Variation 2: use frozen orbitals

**Question.** If relaxation is ignored and \(-\bar\varepsilon\) is used as the binding energy, does the series become more nearly additive?

**Solution.** The mean increment becomes \(4.368/4=1.092\) eV, which is 0.289 eV below the full result. The departures from the line between the ends are \(-0.034\), \(-0.079\) and \(-0.097\) eV for \(n=1,2,3\). The largest is

\[
\frac{0.097}{4.368}=2.2\ \text{percent}
\]

of the frozen-orbital shift, compared with 1.5 percent when relaxation is included.

Since \(D\) is linear in the energies, equation (3) splits it into a part from \(-\bar\varepsilon\) and a part from \(-R\). The latter is \(+0.014\), \(+0.022\) and \(+0.013\) eV, opposite in sign to the former. At fixed geometry and in the main basis, relaxation both increases the shift per fluorine and cancels part of its curvature. That cancellation is smaller than the bond-length effect found above, so it describes this calculation and is not an established property of the molecules. The effect of relaxation on the slope, 0.29 eV per fluorine, is much larger than the computed departures from additivity.

The values of the main series are in the numerical output below.

## Table of computed values

```
Bond lengths used: Si-H 0.148 nm, Si-F 0.157 nm
Molecule: I, shift, -eps, R (all eV)
  SiH4     106.965   0.000  115.063   8.098
  SiH3F    108.327   1.361  116.121   7.795
  SiH2F2   109.671   2.706  117.168   7.497
  SiHF3    111.026   4.061  118.243   7.216
  SiF4     112.491   5.526  119.431   6.940
Molecule: spread of I over hole directions, e*(phi-phi(SiH4)) (eV)
  SiH4      0.000    0.000
  SiH3F     0.069    1.207
  SiH2F2    0.104    2.398
  SiHF3     0.085    3.619
  SiF4      0.000    4.972
Ratio of -eps shift to e*phi shift, n=1..4: [0.877 0.878 0.879 0.879]
Increment per added F, n=1..4 (eV): [1.361 1.345 1.355 1.465]
Mean increment (I(4)-I(0))/4: 1.381 eV
D(n), n=0..4 (eV): [ 0.    -0.02  -0.057 -0.083  0.   ]
  initial-state part (eV): [ 0.    -0.034 -0.079 -0.097  0.   ]
  relaxation part (eV): [0.    0.014 0.022 0.013 0.   ]
Largest |D| / total shift: 1.51 percent
Least-squares slope 1.375 eV per F, rms residual 0.032 eV
Pair coefficient b = I(2)-2I(1)+I(0): -0.017 eV
I minus n*first increment rule, n=2,3,4 (eV): [-0.017 -0.023  0.081]
I minus pair-rule prediction, n=3,4 (eV): [0.027 0.181]
SiH4 2p orbital energy at occupation 1, 1/2, 0 (eV): [-115.063 -106.949  -98.935]
SiH4 I from orbital energies: 106.966 eV
Hole turned to 111 in SiH4: -0.0066 eV; within e pair, SiH3F: 0.0001 eV
Density-fitting error of I, SiH4: 0.00046 eV
Midpoint departure, z hole: small basis -0.126 eV, main -0.057 eV
Larger minus main basis: I(SiH4) -0.201 eV
  first increment, axial hole: -0.075 eV
  second difference, first-listed holes: -0.002 eV
Relaxed Si-F length: SiH2F2 0.1595 nm, SiF4 0.1570 nm
  change of I: SiH2F2 0.092 eV, SiF4 0.002 eV
  change of midpoint departure: 0.091 eV
F-Si-F closed by 2 degrees in SiH2F2: change of I -0.001 eV
PBE correlation part of I, n=0..4 (eV): [1.037 1.086 1.126 1.166 1.21 ]
  its contribution to D(n) (eV): [ 0.     0.005  0.002 -0.001  0.   ]
Bare-nucleus 2p spin-orbit splitting: SiH4 0.716 eV, SiF4 0.717 eV
```
